**Matthiessen's rule for phonon, roughness and Coulomb mobilities**

Partial mobilities $\mu_i$ of 1000, 1500 and 3000 cm²/Vs combine through $1/\mu=\sum_i1/\mu_i$ to $\mu=500$ cm²/Vs, and the share of mechanism $i$ in the momentum loss rate is $\mu/\mu_i$. The program simulates one million free flights ended by three competing random clocks, and asserts that the resulting mobility and event shares agree with the rule. The simulation gives 499.7 cm²/Vs, with phonons ending 49.96% of the flights. For relaxation times with different energy dependences, the program asserts on 100 random sets of power laws that the rule is an upper bound, and that a common power law restores equality. It also compares the nondegenerate closed form, the subband levels and the ballistic mobility with direct numerical calculations. In the silicon example, the energy-dependent rates lower the mobility by 2 to 9%, depending on the scattering model. A 30 nm channel lowers the apparent mobility to 282 cm²/Vs, and under the assumed temperature laws roughness overtakes phonons below 238 K.

## Program and output

```python
# Result under test: for mechanisms with a common energy dependence,
#   1/mu = 1/mu_phonon + 1/mu_roughness + 1/mu_coulomb   (Matthiessen's rule),
# the share of mechanism i in the momentum loss rate is mu/mu_i, and for
# different energy dependences the rule is an upper bound on the mobility.
# mu: mobility (cm2/Vs); tau: momentum relaxation time; x = E/kT;
# eta = (Fermi level - lowest subband)/kT.  SI units inside unless named.
import numpy as np
from scipy import constants as const
from scipy.integrate import quad
from scipy.linalg import eigh_tridiagonal
from scipy.optimize import brentq
from scipy.special import ai_zeros, exp1, ive

e, hbar, m0, kB, eps0 = (const.e, const.hbar, const.m_e, const.k,
                         const.epsilon_0)
names = ["phonon", "roughness", "Coulomb"]
mu_parts = np.array([1000.0, 1500.0, 3000.0])
T = 300.0
kT = kB * T
mt, ml = 0.19, 0.92
m = mt * m0
n_sheet, n_depl = 5e16, 1e16          # m^-2
corr_length = 1.5e-9
eps_si, eps_ox = 11.7, 3.9
v_sat = 1e7                           # cm/s, rough
phonon_quantum = 0.060 * e            # rough emission threshold


def matthiessen(parts):
    return 1.0 / np.sum(1.0 / np.asarray(parts))


mu = matthiessen(mu_parts)
shares = mu / mu_parts
tau_parts = m * mu_parts * 1e-4 / e
tau = m * mu * 1e-4 / e

# Free flights ended by whichever of three independent clocks rings first.
rng = np.random.default_rng(7)
clocks = rng.exponential(1.0, (3, 1000000)) * tau_parts[:, None]
flight = clocks.min(axis=0)
events = np.bincount(clocks.argmin(axis=0), minlength=3) / flight.size
mu_flights = e / m * np.sum(flight**2 / 2) / np.sum(flight) * 1e4
assert abs(mu_flights / mu - 1) < 0.012      # statistical error about 0.2 %
assert np.all(np.abs(events - shares) < 0.003)
assert names[int(np.argmax(events))] == "phonon"

removed = [matthiessen(np.delete(mu_parts, i)) for i in range(3)]
improved = []
for i in range(3):
    up, down, better = mu_parts.copy(), mu_parts.copy(), mu_parts.copy()
    up[i] *= 1 + 1e-4
    down[i] *= 1 - 1e-4
    better[i] *= 1.1
    slope = (matthiessen(up) - matthiessen(down)) / (2e-4 * mu)
    assert abs(slope - events[i]) < 0.003
    improved.append(matthiessen(better))

# Energy average for a two-dimensional band: weight x * (-df/dx).
dx = 0.005
x = (np.arange(16000) + 0.5) * dx


def average(values, eta):
    weight = x / np.cosh((x - eta) / 2)**2
    return np.sum(weight * values) / np.sum(weight)


def averaged_mobility(rates, eta):
    total_rate = np.zeros_like(x)
    for part, rate in zip(mu_parts, rates):
        total_rate += rate * average(1 / rate, eta) / part
    return average(1 / total_rate, eta)


# The average against the linear response summed over the k plane (E = k^2).
k1 = np.linspace(-7, 7, 701)
kx, ky = np.meshgrid(k1, k1)
energy = kx**2 + ky**2
f = 1 / (np.exp(energy - 1.0) + 1)
response = np.sum(2 * kx**2 * energy * f * (1 - f)) / np.sum(f)
assert abs(response / average(x, 1.0) - 1) < 1e-4

# Upper bound for random power laws; equality for a common power law.
one = np.ones_like(x)
for trial in range(100):
    powers = rng.uniform(-0.5, 2.0, 3)
    trial_mu = averaged_mobility([x**(-p) for p in powers],
                                 rng.uniform(-5, 10))
    assert trial_mu <= mu * (1 + 1e-10)
assert abs(averaged_mobility([1 / x] * 3, 1.0) / mu - 1) < 1e-10

# Nondegenerate case with tau_Coulomb ~ E has a closed form.
c = 2 * matthiessen(mu_parts[:2]) / mu_parts[2]
closed = matthiessen(mu_parts[:2]) * (
    1 - c * (1 - c * np.exp(c) * exp1(c)))
mu_nondeg = averaged_mobility([one, one, 1 / x], -30.0)
assert abs(mu_nondeg / closed - 1) < 1e-4
mu_degenerate = averaged_mobility([one, one, 1 / x], 40.0)
assert 0 <= 1 - mu_degenerate / mu < 1e-3

# Subbands of a triangular well and their Fermi filling.
field = e * (n_sheet / 2 + n_depl) / (eps_si * eps0)
zeros = -ai_zeros(6)[0]


def well_levels(mass_ratio):
    return zeros * (hbar**2 * (e * field)**2 / (2 * mass_ratio * m0))**(1/3)


lower, primed = well_levels(ml), well_levels(mt)
for mass_ratio, levels in [(ml, lower), (mt, primed)]:
    h = 20e-9 / 1000
    z = h * np.arange(1, 1000)
    hop = hbar**2 / (2 * mass_ratio * m0 * h**2)
    numeric = eigh_tridiagonal((2 * hop + e * field * z) / e,
                               -hop / e * np.ones(998), select="i",
                               select_range=(0, 1))[0]
    assert np.allclose(numeric, levels[:2] / e, rtol=2e-3)

level_energy = np.concatenate([lower, primed])
dos = np.concatenate([np.full(6, 2 * mt), np.full(6, 4 * np.sqrt(mt * ml))])
dos = dos * m0 / (np.pi * hbar**2)


def populations(fermi):
    return dos * kT * np.logaddexp(0, (fermi - level_energy) / kT)


fermi_eV = brentq(lambda u: populations(u * e).sum() / n_sheet - 1, -1, 1)
pop = populations(fermi_eV * e)
eta = (fermi_eV * e - lower[0]) / kT
direct = dos[0] * kT * quad(lambda u: 1 / (np.exp(u - eta) + 1), 0, 60)[0]
assert abs(direct / pop[0] - 1) < 1e-6
pop_share = pop / n_sheet
inverse_mass = np.concatenate([np.full(6, 1 / mt),
                               np.full(6, (1 / mt + 1 / ml) / 2)])
mean_mass = 1 / np.sum(pop_share * inverse_mass)

# Energy-dependent rates from angular integrals over the momentum transfer q.
theta = (np.arange(200) + 0.5) * np.pi / 200
turn = 1 - np.cos(theta)
k_squared = 2 * m * kT * x / hbar**2
q = np.sqrt(2 * k_squared[:, None] * turn)
rough_rate = np.mean(turn * np.exp(-(q * corr_length)**2 / 4), axis=1)
a = k_squared * corr_length**2 / 2
assert np.allclose(rough_rate, ive(0, a) - ive(1, a), rtol=1e-6, atol=1e-12)
bare_rate = np.mean(turn / q**2, axis=1)
assert np.allclose(bare_rate * x, bare_rate[0] * x[0], rtol=1e-9)
q_screen = (e**2 * dos[0] / (eps0 * (eps_si + eps_ox))
            / (1 + np.exp(-eta)))
screened_rate = np.mean(turn / (q + q_screen)**2, axis=1)
step_rate = np.where(x * kT > phonon_quantum, 2.0, 1.0)
mu_bare = averaged_mobility([one, rough_rate, bare_rate], eta)
mu_screened = averaged_mobility([one, rough_rate, screened_rate], eta)
mu_step = averaged_mobility([step_rate, rough_rate, screened_rate], eta)
assert mu_bare < mu_screened < mu and mu_step < mu

# Short channel: Landauer integral, nondegenerate, constant tau.
v_inj = np.sqrt(2 * kT / (np.pi * m))


def landauer_mobility(length, ballistic=False):
    def integrand(u):
        speed = np.sqrt(2 * u * kT / m)
        path = np.pi / 2 * speed * tau
        through = 1.0 if ballistic else path / (path + length)
        modes = m * speed / (np.pi * hbar)
        return modes * through * np.exp(-u)
    conductance = 2 * e**2 / const.h * quad(integrand, 0, 60)[0]
    density = m * kT / (np.pi * hbar**2)
    return conductance * length / (e * density) * 1e4


assert abs(landauer_mobility(1e-3) / mu - 1) < 1e-3
channel = {}
for length in (1000e-9, 30e-9):
    ball = v_inj * length * e / (2 * kT) * 1e4
    assert abs(ball / landauer_mobility(length, True) - 1) < 1e-5
    simple, full = matthiessen([mu, ball]), landauer_mobility(length)
    assert full <= simple and full > 0.9 * simple
    channel[length] = (ball, simple, full)


# Temperature of use, rough power laws.
def parts_at(temp):
    r = temp / 300.0
    return mu_parts * np.array([r**-1.75, 1.0, r])


T_cross = brentq(lambda t: parts_at(t)[0] - parts_at(t)[1], 100, 300)
assert np.argmin(parts_at(T_cross + 1)) == 0
assert np.argmin(parts_at(T_cross - 1)) == 1
hot = parts_at(400.0)

print(f"temperature {T:.0f} K; masses mt {mt}, ml {ml} (free-electron mass)")
for i, name in enumerate(names):
    print(f"{name}: mobility {mu_parts[i]:.0f} cm2/Vs, "
          f"inverse {1/mu_parts[i]:.3e} Vs/cm2")
    print(f"  share {100*shares[i]:.2f} %, tau {tau_parts[i]*1e15:.1f} fs, "
          f"events in simulation {100*events[i]:.2f} %")
    print(f"  total without it {removed[i]:.1f}, "
          f"with it 10 % better {improved[i]:.1f} cm2/Vs")
print(f"sum of inverses {1/mu:.3e} Vs/cm2")
print(f"total mobility {mu:.2f} cm2/Vs = {mu*1e-4:.4f} m2/Vs")
print(f"total tau {tau*1e15:.1f} fs")
print(f"free-flight simulation mobility {mu_flights:.1f} cm2/Vs")
print(f"dominant mechanism: {names[int(np.argmax(shares))]}")
print(f"sheet density {n_sheet*1e-4:.1e}, depletion {n_depl*1e-4:.1e} cm^-2")
print(f"effective normal field {field*1e-8:.3f} MV/cm")
print(f"lowest level {lower[0]/e:.4f} eV, next same ladder "
      f"{lower[1]/e:.4f} eV, lowest primed {primed[0]/e:.4f} eV")
print(f"Fermi level above lowest subband {eta:.2f} kT")
print(f"electrons in lowest subband {100*pop_share[0]:.1f} %, "
      f"in primed ladder {100*pop_share[6:].sum():.1f} %")
print(f"population-mean conductivity mass {mean_mass:.3f} m0")
print(f"roughness correlation length {corr_length*1e9:.1f} nm")
print(f"screening wave number {q_screen*1e-9:.2f} nm^-1")
print("mobility with energy-dependent rates (cm2/Vs, change in %):")
for label, value in [("nondegenerate, tau_C ~ E, others constant", mu_nondeg),
                     ("same, Fermi level at 40 kT", mu_degenerate),
                     ("example filling, unscreened Coulomb", mu_bare),
                     ("example filling, screened Coulomb", mu_screened),
                     ("same, phonon rate doubled above threshold", mu_step)]:
    print(f"  {label}: {value:.1f}, {100*(value/mu-1):.2f} %")
print(f"phonon emission threshold {phonon_quantum/e*1e3:.0f} meV")
print(f"hbar/tau {hbar/tau/e*1e3:.1f} meV, kT {kT/e*1e3:.1f} meV")
print(f"saturation velocity {v_sat:.1e} cm/s (rough)")
print(f"field for mu*F = 10 % of it {0.1*v_sat/mu:.0f} V/cm")
print(f"injection velocity {v_inj*100:.2e} cm/s")
for length, (ball, simple, full) in channel.items():
    print(f"channel {length*1e9:.0f} nm: ballistic term {ball:.0f}, "
          f"simple sum {simple:.1f}, Landauer {full:.1f} cm2/Vs")
print(f"400 K parts: {hot[0]:.0f}, {hot[1]:.0f}, {hot[2]:.0f} cm2/Vs; "
      f"total {matthiessen(hot):.0f}")
print(f"400 K phonon share {100*matthiessen(hot)/hot[0]:.1f} %")
print(f"roughness overtakes phonons below {T_cross:.0f} K")
print(f"Coulomb mobility there {parts_at(T_cross)[2]:.0f} cm2/Vs")
print("tests ok")
```

Output:

```
temperature 300 K; masses mt 0.19, ml 0.92 (free-electron mass)
phonon: mobility 1000 cm2/Vs, inverse 1.000e-03 Vs/cm2
  share 50.00 %, tau 108.0 fs, events in simulation 49.96 %
  total without it 1000.0, with it 10 % better 523.8 cm2/Vs
roughness: mobility 1500 cm2/Vs, inverse 6.667e-04 Vs/cm2
  share 33.33 %, tau 162.0 fs, events in simulation 33.35 %
  total without it 750.0, with it 10 % better 515.6 cm2/Vs
Coulomb: mobility 3000 cm2/Vs, inverse 3.333e-04 Vs/cm2
  share 16.67 %, tau 324.1 fs, events in simulation 16.69 %
  total without it 600.0, with it 10 % better 507.7 cm2/Vs
sum of inverses 2.000e-03 Vs/cm2
total mobility 500.00 cm2/Vs = 0.0500 m2/Vs
total tau 54.0 fs
free-flight simulation mobility 499.7 cm2/Vs
dominant mechanism: phonon
sheet density 5.0e+12, depletion 1.0e+12 cm^-2
effective normal field 0.541 MV/cm
lowest level 0.1158 eV, next same ladder 0.2024 eV, lowest primed 0.1958 eV
Fermi level above lowest subband 0.36 kT
electrons in lowest subband 73.0 %, in primed ladder 22.7 %
population-mean conductivity mass 0.209 m0
roughness correlation length 1.5 nm
screening wave number 1.08 nm^-1
mobility with energy-dependent rates (cm2/Vs, change in %):
  nondegenerate, tau_C ~ E, others constant: 460.6, -7.88 %
  same, Fermi level at 40 kT: 499.9, -0.03 %
  example filling, unscreened Coulomb: 471.9, -5.63 %
  example filling, screened Coulomb: 488.7, -2.25 %
  same, phonon rate doubled above threshold: 457.2, -8.56 %
phonon emission threshold 60 meV
hbar/tau 12.2 meV, kT 25.9 meV
saturation velocity 1.0e+07 cm/s (rough)
field for mu*F = 10 % of it 2000 V/cm
injection velocity 1.23e+07 cm/s
channel 1000 nm: ballistic term 23872, simple sum 489.7, Landauer 488.0 cm2/Vs
channel 30 nm: ballistic term 716, simple sum 294.4, Landauer 281.8 cm2/Vs
400 K parts: 604, 1500, 4000 cm2/Vs; total 389
400 K phonon share 64.3 %
roughness overtakes phonons below 238 K
Coulomb mobility there 2380 cm2/Vs
tests ok
```
